\section*{Thallium 6p spin-orbit splitting: variational solution versus first-order perturbation theory}

\section{The problem}

The outermost electron of thallium (valence configuration $6s^26p^1$) occupies a $6p$ orbital; the $6s$ pair enters below only through the screening potential. In a relativistic effective core potential the spin-orbit interaction enters through different radial potentials for $j=1/2$ and $j=3/2$. Hartree atomic units are used, with energies in hartree and lengths in bohr. For $l=1$ the centrifugal term $l(l+1)/(2r^2)$ equals $1/r^2$, so the radial equations are
\begin{equation}
h_ju_j=E_ju_j,\qquad
h_j=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+V_j(r),
\label{radial}
\end{equation}
with $u_j(0)=u_j(\infty)=0$ and $\int_0^\infty u_j^2\,dr=1$. The orbitals are real, and $\langle u|g|v\rangle=\int_0^\infty u\,g\,v\,dr$. The potentials are
\begin{equation}
V_j=V_{\rm scr}(1-f)+c_jf,\qquad f(r)=e^{-(r/r_c)^4},
\label{potential}
\end{equation}
with $r_c=1.5$, $c_{1/2}=1.7939$ and $c_{3/2}=3.5640$.

Here $V_{\rm scr}$ is the self-consistent potential of a Dirac calculation of the neutral atom in the local density approximation (LDA). The nucleus is a point charge, the exchange functional is nonrelativistic, the correlation functional is PW92, and Breit and radiative terms are left out. The $6p$ electron is spread evenly over its six states, which puts $1/3$ of it in $j=1/2$ and $2/3$ in $j=3/2$. Each $c_j$ has been adjusted so that the lowest level of $h_j$ equals the Dirac $6p_j$ orbital energy. The levels depend only weakly on $c_j$, so the fitted constants are less well converged than the energies: with a converged numerical grid in place of the Gaussian bases they move by up to $6\times10^{-4}$, while $D$ and $D_1$ keep the digits shown. The fourth decimal of $c_j$ is carried only for the arithmetic.

(a) Find the variational splitting $D=E_{3/2}-E_{1/2}$, with each $E_j$ the lowest eigenvalue of its own $h_j$.

(b) Find the first-order splitting $D_1$ from the ground orbital $u_0$ of the degeneracy-averaged potential. Explain the sign and the size of $D-D_1$.

\section{A tempting solution}

There are two states with $j=1/2$ and four with $j=3/2$, so the averaged potential is
\begin{equation}
V_{\rm av}=\frac{2V_{1/2}+4V_{3/2}}6=\frac{V_{1/2}+2V_{3/2}}3 .
\label{average}
\end{equation}
It has the form \eqref{potential} with the constant $(1.7939+2\times3.5640)/3=2.9740$. Its lowest level is $E_0=-0.0940$, and its orbital $u_0$ has the core weight $\langle u_0|f|u_0\rangle=0.01830$. The term with $V_{\rm scr}$ cancels from the difference of the two potentials:
\begin{equation}
\Delta V=V_{3/2}-V_{1/2}=(c_{3/2}-c_{1/2})f=1.7701\,f .
\label{difference}
\end{equation}
The first-order splitting is therefore
\begin{equation}
D_1=\langle u_0|\Delta V|u_0\rangle=1.7701\times0.01830=0.0324 .
\label{firstnumber}
\end{equation}

The argument then continues as follows. Each true orbital differs from $u_0$, and this relaxation lowers both levels. Since $u_0$ belongs to the properly weighted average, the two lowerings should be nearly equal and cancel from the splitting. The variational result should then also be about $0.0324$.

The value of $D_1$ is correct. The conclusion about $D$ is not.

\section{Where the argument fails}

\subsection{The spin-orbit part of the potential}

From $\mathbf j=\mathbf l+\mathbf s$ follows $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$. Hence the eigenvalue $\lambda_j$ of $\mathbf l\cdot\mathbf s$ for $l=1$, $s=1/2$ is
\begin{equation}
\lambda_j=\frac12\left[j(j+1)-2-\frac34\right],\qquad
\lambda_{1/2}=-1,\quad \lambda_{3/2}=\frac12 .
\label{lambda}
\end{equation}
The trace over the six states vanishes: $2(-1)+4(1/2)=0$. We look for a function $\xi(r)$ such that
\begin{equation}
V_j=V_{\rm av}+\lambda_j\xi .
\label{decomposition}
\end{equation}
Subtracting the $j=1/2$ case from the $j=3/2$ case gives $\Delta V=\frac32\xi$, so
\begin{equation}
\xi=\frac23\left(V_{3/2}-V_{1/2}\right).
\label{xi}
\end{equation}
The combination $(V_{1/2}+2V_{3/2})/3$ contains $\xi$ with the factor $(-1+2\cdot\frac12)/3=0$, in agreement with \eqref{average}. In this model $\xi$ is positive. It lowers the potential for $j=1/2$ by $\xi$ and raises it for $j=3/2$ by $\xi/2$.

The two perturbations of $u_0$ thus differ in size by a factor of two. The weights in the average compensate for this in the first-order energies. They need not compensate for it in the relaxation.

\subsection{Relaxation is quadratic in the perturbation}

Let $h_0$ be the Hamiltonian with $V_{\rm av}$, with eigenfunctions $u_n$ and eigenvalues $E_n$. Let $E(\lambda)$ be the lowest eigenvalue of $h_0+\lambda\xi$, so that $E_j=E(\lambda_j)$. We expand
\begin{align}
u(\lambda)&=u_0+\lambda u^{(1)}+\lambda^2u^{(2)}+\cdots,\\
E(\lambda)&=E_0+a\lambda+b\lambda^2+d\lambda^3+\cdots,
\label{series}
\end{align}
and choose the normalization $\langle u_0|u(\lambda)\rangle=1$, which makes every correction orthogonal to $u_0$. The terms of first and second order in the eigenvalue equation are
\begin{align}
(h_0-E_0)u^{(1)}+(\xi-a)u_0&=0,\label{order1}\\
(h_0-E_0)u^{(2)}+(\xi-a)u^{(1)}-bu_0&=0.\label{order2}
\end{align}
Projecting \eqref{order1} on $u_0$ removes its first term, because $h_0$ is Hermitian and $h_0u_0=E_0u_0$. This leaves
\begin{equation}
a=\langle u_0|\xi|u_0\rangle .
\label{a}
\end{equation}
Projecting \eqref{order1} on $u_n$ with $n\neq0$ gives
\begin{equation}
(E_n-E_0)\langle u_n|u^{(1)}\rangle+\langle u_n|\xi|u_0\rangle=0,
\end{equation}
since $\langle u_n|u_0\rangle=0$. Therefore
\begin{equation}
u^{(1)}=\sum_{n\neq0}u_n\,\frac{\langle u_n|\xi|u_0\rangle}{E_0-E_n}.
\label{u1}
\end{equation}
Projecting \eqref{order2} on $u_0$ removes the first term again, and the term with $a$ vanishes because $\langle u_0|u^{(1)}\rangle=0$. Hence
\begin{equation}
b=\langle u_0|\xi|u^{(1)}\rangle
=\sum_{n\neq0}\frac{|\langle u_n|\xi|u_0\rangle|^2}{E_0-E_n}<0 .
\label{b}
\end{equation}
The sum is finite in a finite basis; for the differential equation it includes an integral over the continuum. It is negative because $u_0$ is the lowest state, so each denominator is negative, and because $\xi$ is not constant, so some matrix element differs from zero.

At second order the level $j$ is lowered by $-b\lambda_j^2$. This is $|b|$ for $j=1/2$ and $|b|/4$ for $j=3/2$. The fault in the tempting solution is the claim that these lowerings cancel: they stand in the ratio four to one.

\section{The corrected solution}

\subsection{Solving each radial equation}

For a trial function $u=\sum_pC_p\chi_p$ the energy is the quotient
\begin{equation}
\mathcal E=\frac{\sum_{pq}C_pH_{pq}C_q}{\sum_{pq}C_pS_{pq}C_q},
\qquad S_{pq}=\int_0^\infty\chi_p\chi_q\,dr,
\end{equation}
\begin{equation}
H_{pq}=\int_0^\infty\left[\frac12\chi_p'\chi_q'+\left(\frac1{r^2}+V_j\right)\chi_p\chi_q\right]dr .
\end{equation}
The kinetic term has been integrated by parts; the boundary terms vanish because the basis functions vanish at both ends. Multiplying the quotient by its denominator and differentiating with respect to $C_p$ gives, at a stationary point where $\partial\mathcal E/\partial C_p=0$,
\begin{equation}
2\sum_qH_{pq}C_q=2\mathcal E\sum_qS_{pq}C_q .
\label{ritz}
\end{equation}
The lowest root of this matrix problem is an upper bound to the lowest eigenvalue of $h_j$. The basis functions are $\chi_p=r^2e^{-\zeta_pr^2}$, which have the $r^{l+1}$ behaviour required at the origin for a potential that is finite there. The potential \eqref{potential} is finite because $1-f\simeq(r/r_c)^4$ suppresses the nuclear singularity, so that $V_j(0)=c_j$.

The results are
\begin{equation}
E_{1/2}=-0.1244,\qquad E_{3/2}=-0.0846,
\end{equation}
\begin{equation}
D=-0.0846+0.1244=0.0398\ \text{hartree}=1.08\ \text{eV}.
\label{Dnumber}
\end{equation}
A finite-difference solution on a uniform grid changes each level by less than $10^{-5}$ hartree.

This splitting reproduces the Dirac-LDA input to which the $c_j$ were adjusted, so it is no independent prediction for thallium. It is a difference of orbital energies at that level of theory and should not be read as a measured interval. What the comparison examines is how much of a known splitting first-order theory recovers.

The adjustment of $c_j$ has at most one solution. If $c'<c$, the ground orbital $u_c$ for the constant $c$ is a trial function for $c'$, and
\begin{equation}
E(c')\le E(c)-(c-c')\langle u_c|f|u_c\rangle<E(c),
\end{equation}
so the level rises strictly with the constant. Outside the core $f$ is negligible, and the pseudo-orbital obeys the same equation at the same energy as the large Dirac component, apart from small relativistic terms. The two should then be proportional. Between $3.5$ and $7$ bohr their ratio was tested to be constant within 2 percent; its mean is $0.999$ for $j=1/2$ and $1.004$ for $j=3/2$. Equal amplitudes were not imposed, so this closeness is a result of the calculation.

\subsection{An exact account of the difference}

With $u_0$ as trial function for $h_j=h_0+\lambda_j\xi$, the variational principle gives
\begin{equation}
E_j\le\langle u_0|h_0+\lambda_j\xi|u_0\rangle=E_0+\lambda_ja .
\label{levelbound}
\end{equation}
Define the relaxation energy $R_j=E_0+\lambda_ja-E_j\ge0$. Then
\begin{align}
D&=\left(E_0+\frac a2-R_{3/2}\right)-\left(E_0-a-R_{1/2}\right)\notag\\
&=\frac32a+R_{1/2}-R_{3/2}=D_1+R_{1/2}-R_{3/2}.
\label{relaxation}
\end{align}
The last step uses $D_1=\langle u_0|\frac32\xi|u_0\rangle=\frac32a$. First-order theory gives upper bounds to both levels, but a difference of two upper bounds is not a bound. The sign of $D-D_1$ depends on which level relaxes more.

In the example $a=0.0216$. The first-order levels are $-0.0940-0.0216=-0.1156$ for $j=1/2$ and $-0.0940+0.0108=-0.0832$ for $j=3/2$. Comparison with the variational levels gives
\begin{align}
R_{1/2}&=-0.1156+0.1244=0.0088,\\
R_{3/2}&=-0.0832+0.0846=0.0014,\\
D&=0.0324+0.0088-0.0014=0.0398 .
\end{align}
First-order theory gives $0.0324$ hartree, or $0.88$ eV, which is 18.6 percent below the variational splitting.

\subsection{How much the second order explains}

Inserting $\lambda_{3/2}=\frac12$ and $\lambda_{1/2}=-1$ in \eqref{series} gives
\begin{align}
D&=a\left(\frac12+1\right)+b\left(\frac14-1\right)+d\left(\frac18+1\right)+\cdots\notag\\
&=\frac32a-\frac34b+\frac98d+\cdots .
\label{expansion}
\end{align}
Since $b<0$, the second-order correction increases the splitting. With $b=-0.00646$,
\begin{equation}
\frac32(0.0216)+\frac34(0.00646)=0.0324+0.0048=0.0372 .
\end{equation}
This is 6.4 percent below $D$. Numerical derivatives of the diagonalized energy $E(\lambda)$ confirm both coefficients.

The remaining $0.0025$ comes from third and higher orders. The computed relaxation energies are in the ratio $0.0088/0.0014\approx6$ rather than four. Compared with second order, $R_{1/2}$ is larger ($0.0088$ against $0.0065$) and $R_{3/2}$ is slightly smaller ($0.0014$ against $0.0016$). A positive $d$ would have both effects, because the cubic term contributes $-d\lambda_j^3$ to $R_j$; the coefficient $d$ itself was not computed.

The second order also shifts the weighted mean of the levels:
\begin{equation}
\frac{E_{1/2}+2E_{3/2}}3-E_0
=\frac{b}{3}\left(1+2\cdot\frac14\right)+\cdots=\frac b2+\cdots .
\label{mean}
\end{equation}
The linear terms cancel, the quadratic ones do not. The computed shift is $-0.0039$, of which $b/2$ accounts for $-0.0032$. The level of the averaged potential is thus not the average of the levels.

\section{What the orbitals do}

The difference potential acts in the core, so the weight $\langle f\rangle$ measures how strongly an orbital feels it. The three orbitals compare as follows.
\begin{center}
\begin{tabular}{lcc}
Orbital & $\langle f\rangle$ & $\langle r\rangle$ (bohr)\\
\hline
$6p_{1/2}$ & 0.0358 & 3.37\\
averaged & 0.0183 & 3.81\\
$6p_{3/2}$ & 0.0138 & 3.99
\end{tabular}
\end{center}
The less repulsive core potential for $j=1/2$ lets the orbital contract, and its core weight nearly doubles relative to $u_0$. The $j=3/2$ orbital expands by a smaller amount. A single averaged orbital cannot represent both changes.

These weights give rigorous limits on the splitting. Using $u_{3/2}$ as trial function for $h_{1/2}=h_{3/2}-\Delta V$, and then $u_{1/2}$ for $h_{3/2}=h_{1/2}+\Delta V$, we find
\begin{align}
E_{1/2}&\le E_{3/2}-\langle u_{3/2}|\Delta V|u_{3/2}\rangle,\\
E_{3/2}&\le E_{1/2}+\langle u_{1/2}|\Delta V|u_{1/2}\rangle .
\end{align}
Rearranged, these inequalities read
\begin{equation}
\langle u_{3/2}|\Delta V|u_{3/2}\rangle\le D\le\langle u_{1/2}|\Delta V|u_{1/2}\rangle .
\label{bracket}
\end{equation}
Here the limits are $0.0244$ and $0.0634$. The choice of orbital in a first-order expression therefore matters a great deal: the $6p_{3/2}$ orbital gives too small a splitting and the $6p_{1/2}$ orbital too large a one.

An exact expression needs both orbitals. Because $h_{1/2}$ is Hermitian,
\begin{align}
E_{3/2}\langle u_{1/2}|u_{3/2}\rangle&=\langle u_{1/2}|h_{3/2}|u_{3/2}\rangle,\\
E_{1/2}\langle u_{1/2}|u_{3/2}\rangle&=\langle u_{1/2}|h_{1/2}|u_{3/2}\rangle .
\end{align}
Subtracting and dividing by the overlap, which must not vanish, gives
\begin{equation}
D=\frac{\langle u_{1/2}|\Delta V|u_{3/2}\rangle}{\langle u_{1/2}|u_{3/2}\rangle}.
\label{transition}
\end{equation}
The overlap has magnitude $0.978$; its sign is arbitrary and cancels. Replacing both orbitals by $u_0$ turns \eqref{transition} into $D_1$. An overlap close to one does not make this replacement accurate, because $\Delta V$ samples the small part of the orbital inside the core, where the relative change is large.

\section{When first-order theory is adequate}

Suppose that $\xi$ is multiplied by a factor $t$ at fixed $V_{\rm av}$. Then $a$ becomes $ta$ and $b$ becomes $t^2b$. To leading order the missing part of the splitting, relative to $D_1$, is
\begin{equation}
\frac{-\frac34t^2b}{\frac32ta}=t\,\frac{|b|}{2a}.
\label{criterion}
\end{equation}
For the present potentials, $t=1$, this is $0.00646/(2\times0.0216)=0.15$, whereas the full missing part is $(D-D_1)/D_1=0.0074/0.0324=0.23$; at this strength the leading-order estimate falls short by about a third. As the spin-orbit potential is weakened, the error relative to $D_1$ vanishes linearly in $t$, and the error $D-D_1\simeq-\frac34t^2b$ itself vanishes quadratically. It would also vanish for a constant $\xi$, which shifts the levels without changing the orbitals: then $\langle u_n|\xi|u_0\rangle=0$ for $n\neq0$. A spin-orbit potential confined to the core is far from that limit.

The error is not a property of the atom alone. With $r_c$ changed and the $c_j$ readjusted to the same two Dirac energies, $D$ stays at $0.0398$ by construction, but $D_1$ does not:
\begin{center}
\begin{tabular}{ccc}
$r_c$ (bohr) & $D_1$ (hartree) & error relative to $D$\\
\hline
1.2 & 0.0284 & $-29\%$\\
1.5 & 0.0324 & $-19\%$\\
1.8 & 0.0347 & $-13\%$
\end{tabular}
\end{center}
Potentials that agree on both levels can thus disagree on the first-order splitting. For these three, the error decreases as the core radius grows.

Removing the valence screening to obtain an ionic core potential, and adding the same screening back, does not alter this analysis in the fixed-screening model. Levels computed in the unscreened potential itself belong to a different problem, with different $D$ and $D_1$. The same $j$-independent function is subtracted from $V_{1/2}$ and $V_{3/2}$, so $\Delta V$ and $\xi$ are unchanged, and adding the screening back restores \eqref{radial}. If the valence density were allowed to respond separately for each $j$, the screening would change too, and that effect is not included here.

The remedy is to give the radial function freedom to depend on $j$. If the variational space for $p$ electrons contains $u_0$ as its single radial function, each level is $\langle u_0|h_j|u_0\rangle$, and the splitting is $D_1$ even when the spin-orbit matrix is diagonalized. Adding further radial functions lets the two orbitals separate. In the complete radial space the lowest levels are $E_{1/2}$ and $E_{3/2}$, and their difference is the variational splitting \eqref{Dnumber}.

\section*{Table of computed values}
\begin{verbatim}
Tl nuclear charge: 81; SCF iterations: 34
hydrogenic Dirac test, largest relative error: 6.6e-06
6p energy change in denser Dirac basis: 3.8e-07 hartree
6p1/2 Dirac-LDA energy: -0.124416 hartree
6p1/2 potential constant c_j: 1.79392 hartree
6p1/2 variational energy: -0.124416 hartree
6p1/2 finite-difference energy: -0.124423 hartree
6p1/2 first-order energy: -0.115604 hartree
6p1/2 relaxation energy: 0.008811 hartree
6p1/2 second-order relaxation: 0.006463 hartree
6p1/2 core weight <f>: 0.03582
6p1/2 mean radius, pseudo: 3.3726 bohr
6p1/2 mean radius, Dirac: 3.3611 bohr
6p1/2 pseudo/Dirac tail amplitude: 0.9986
6p3/2 Dirac-LDA energy: -0.084628 hartree
6p3/2 potential constant c_j: 3.56401 hartree
6p3/2 variational energy: -0.084628 hartree
6p3/2 finite-difference energy: -0.084634 hartree
6p3/2 first-order energy: -0.083211 hartree
6p3/2 relaxation energy: 0.001417 hartree
6p3/2 second-order relaxation: 0.001616 hartree
6p3/2 core weight <f>: 0.01379
6p3/2 mean radius, pseudo: 3.9913 bohr
6p3/2 mean radius, Dirac: 3.9549 bohr
6p3/2 pseudo/Dirac tail amplitude: 1.0041
core radius rc: 1.5 bohr
averaged constant c_av: 2.97398 hartree
difference c_3/2 - c_1/2: 1.77010 hartree
spin-orbit strength xi(0): 1.18006 hartree
averaged-orbital energy E0: -0.094009 hartree
averaged-orbital core weight <f>: 0.01830
averaged-orbital mean radius: 3.8132 bohr
coefficient a: 0.021596; numerical: 0.021600 hartree
coefficient b: -0.006463; numerical: -0.006464 hartree
variational splitting D: 0.039788 hartree = 1.0827 eV
first-order splitting D1: 0.032394 hartree = 0.8815 eV
second-order splitting: 0.037241 hartree = 1.0134 eV
first-order error (D1-D)/D: -18.58 percent
second-order error: -6.40 percent
finite-difference D: 0.039790; D1: 0.032396 hartree
splitting bounds: 0.024417 to 0.063405 hartree
transition formula: 0.039788 hartree; overlap: -0.977844
weighted mean minus E0: -0.003882; b/2: -0.003231 hartree
rc 1.2 bohr: D1 0.028409, second order 0.034018 hartree, D1 error -28.60 percent
rc 1.8 bohr: D1 0.034742, second order 0.038685 hartree, D1 error -12.68 percent
\end{verbatim}
